# Many-body dispersion from coupled oscillators and pairwise sums near polarization instability: a numerical check

```python
"""Many-body dispersion (MBD) of coupled atomic dipole oscillators.

Result under test: E = (1/2) sum(mode quanta) - (3/2) sum(atomic quanta).
For equal atoms the mode quanta are quantum*sqrt(1 + alpha*t), where t are
the eigenvalues of the dipole tensor, and instability is at alpha = -1/min(t).
alpha: polarizability volume (nm^3); quantum: oscillator energy (eV);
sigma: Gaussian damping length (nm), zero meaning no damping.
Example: two buckled bismuth bilayers with rough model parameters.
"""
import numpy as np
from scipy import constants as const
from scipy import integrate, special

HBAR2_OVER_M = const.hbar**2 / const.m_e / const.e * 1e18      # eV nm^2
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9        # eV nm
HBAR_C = const.hbar * const.c / const.e * 1e9                  # eV nm
KB = const.k / const.e                                         # eV/K


def dipole_tensor(vec, sigma):
    r = np.linalg.norm(vec, axis=-1)[..., None, None]
    unit = vec / r[..., 0]
    outer = unit[..., :, None] * unit[..., None, :]
    bare = (np.eye(3) - 3 * outer) / r**3
    if sigma == 0:
        return bare
    z = r / sigma
    gauss = np.exp(-z**2)
    screen = special.erf(z) - 2 * z * gauss / np.sqrt(np.pi)
    return screen * bare + 4 * gauss * outer / (np.sqrt(np.pi) * sigma**3)


def cluster_matrix(pos, sigma):
    n = len(pos)
    blocks = np.zeros((n, n, 3, 3))
    i, j = np.triu_indices(n, 1)
    blocks[i, j] = dipole_tensor(pos[j] - pos[i], sigma)
    blocks[j, i] = blocks[i, j]
    return blocks.transpose(0, 2, 1, 3).reshape(3 * n, 3 * n)


def mbd_energy(matrix, alpha, quantum):
    weight = np.repeat(quantum * np.sqrt(alpha), 3)
    c = np.diag(np.repeat(quantum**2, 3)) + np.outer(weight, weight) * matrix
    squares = np.linalg.eigvalsh(c)
    if squares[0] < 0:
        raise ValueError("polarization instability")
    return 0.5 * np.sqrt(squares).sum() - 1.5 * quantum.sum()


def contact_value(sigma):
    return 4 / (3 * np.sqrt(np.pi) * sigma**3)


# ---- Damped tensor against a numerical Hessian and its contact limit
point, width, step = np.array([0.21, -0.13, 0.17]), 0.18, 1e-4


def smeared_potential(p):
    d = np.linalg.norm(p)
    return special.erf(d / width) / d


hessian = np.zeros((3, 3))
shift = step * np.eye(3)
for p in range(3):
    for q in range(3):
        hessian[p, q] = (smeared_potential(point + shift[p] + shift[q])
                         - smeared_potential(point + shift[p] - shift[q])
                         - smeared_potential(point - shift[p] + shift[q])
                         + smeared_potential(point - shift[p] - shift[q])
                         ) / (4 * step**2)
tensor = dipole_tensor(point, width)
assert np.allclose(tensor, -hessian, atol=1e-4 * np.abs(tensor).max())
near = dipole_tensor(np.array([0.01 * width, 0.0, 0.0]), width)
assert np.allclose(near, contact_value(width) * np.eye(3),
                   atol=1e-3 * contact_value(width))

# ---- Zero-point energy against diagonalization in a number basis
levels, g = 24, 0.6
lower = np.diag(np.sqrt(np.arange(1, levels)), 1)
x = (lower + lower.T) / np.sqrt(2)
number = np.diag(np.arange(levels) + 0.5)
one = np.eye(levels)
fock = np.kron(number, one) + np.kron(one, number) + g * np.kron(x, x)
ground = np.linalg.eigvalsh(fock)[0]
assert abs(ground - 0.5 * (np.sqrt(1 + g) + np.sqrt(1 - g))) < 1e-7

# ---- Unequal atoms: normal modes against imaginary-frequency response
cluster = np.array([[0, 0, 0], [0.42, 0.05, 0], [0.10, 0.45, 0.08],
                    [0.40, 0.40, 0.35], [-0.05, 0.10, 0.46]])
alphas = np.array([0.005, 0.007, 0.006, 0.008, 0.0065])
quanta = np.array([7.0, 9.0, 6.5, 8.0, 10.0])
matrix = cluster_matrix(cluster, 0.15)


def log_det(u):
    root = np.repeat(np.sqrt(alphas / (1 + (u / quanta)**2)), 3)
    return np.linalg.slogdet(np.eye(15) + np.outer(root, root) * matrix)[1]


response = integrate.quad(log_det, 0, np.inf, epsabs=1e-10)[0] / (2 * np.pi)
assert abs(response / mbd_energy(matrix, alphas, quanta) - 1) < 1e-6

# ---- Distant unequal pair and distant equal triangle
pair = np.array([[0, 0, 0], [0, 0, 2.0]])
a2, q2 = alphas[:2], quanta[:2]
london = -1.5 * a2.prod() * q2.prod() / q2.sum() / 2.0**6
assert abs(mbd_energy(cluster_matrix(pair, 0), a2, q2) / london - 1) < 1e-4
triangle = np.array([[0, 0, 0], [1.7, 0, 0], [0.6, 1.5, 0]])
ta, tq = np.full(3, 0.0074), np.full(3, 8.0)
nonadditive = mbd_energy(cluster_matrix(triangle, 0), ta, tq)
cosines, sides = 1.0, 1.0
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    nonadditive -= mbd_energy(cluster_matrix(triangle[[i, j]], 0),
                              ta[:2], tq[:2])
    u, v = triangle[j] - triangle[i], triangle[k] - triangle[i]
    cosines *= u @ v / np.linalg.norm(u) / np.linalg.norm(v)
    sides *= np.linalg.norm(u)
triple = 9 / 16 * 8.0 * 0.0074**3 * (1 + 3 * cosines) / sides**3
assert abs(nonadditive / triple - 1) < 0.02

# ---- Axial response of a pair from self-consistent induced dipoles
ratio, mu = 0.8, np.zeros(2)      # ratio = 2 alpha / r^3
for _ in range(200):
    mu = 1 + ratio * mu[::-1]     # dipoles in units of alpha times field
assert abs(mu.sum() - 2 / (1 - ratio)) < 1e-8

# ---- Damping bound on dense random clusters; bare coupling violates it
rng = np.random.default_rng(4)
for _ in range(20):
    dense = rng.uniform(0, 0.6, (20, 3))
    assert (np.linalg.eigvalsh(cluster_matrix(dense, width))[0]
            > -contact_value(width) * (1 + 1e-9))
    assert (np.linalg.eigvalsh(cluster_matrix(dense, 0))[0]
            < -contact_value(width))

# ---- Square-root singularity of a finite cluster
critical = -1 / np.linalg.eigvalsh(matrix)[0]
eps, equal = 1e-8, np.full(5, 8.0)
near_e = mbd_energy(matrix, np.full(5, critical * (1 - eps)), equal)
far_e = mbd_energy(matrix, np.full(5, critical * (1 - 4 * eps)), equal)
assert abs((far_e - near_e) / (0.5 * 8.0 * np.sqrt(eps)) - 1) < 0.01


# ---- Quadratic soft minimum in two dimensions: slope remains finite
def sheet_slope(delta):
    return integrate.quad(lambda k: 0.5 * k / np.sqrt(delta + k * k), 0, 1,
                          points=[np.sqrt(delta)], epsabs=1e-12)[0]


flat_slope = 0.5
slope_ratio = ((flat_slope - sheet_slope(4e-6))
               / (flat_slope - sheet_slope(1e-6)))
assert abs(slope_ratio - 2) < 0.01

# ---- Example parameters
A_LAT, BUCKLE, GAP = 0.45, 0.16, 0.24      # nm
ALPHA, QUANTUM, SIGMA = 0.0074, 8.0, 0.18  # nm^3, eV, nm
CUTOFF, GRID = 40, 24                      # lattice constants, points per axis
a_vecs = A_LAT * np.array([[1, 0, 0], [0.5, np.sqrt(3) / 2, 0]])
AREA = A_LAT**2 * np.sqrt(3) / 2
heights = np.array([0, BUCKLE, BUCKLE + GAP, 2 * BUCKLE + GAP])
sites = np.arange(4)[:, None] * a_vecs.sum(axis=0) / 3
sites[:, 2] = heights


def lattice_tensors(sigma, cutoff):
    span = np.arange(-int(1.2 * cutoff) - 1, int(1.2 * cutoff) + 2)
    index = np.array(np.meshgrid(span, span, indexing="ij")).reshape(2, -1).T
    cells = index @ a_vecs
    keep = np.linalg.norm(cells, axis=1) <= cutoff * A_LAT * (1 + 1e-9)
    index, cells = index[keep], cells[keep]
    vec = cells[:, None, None] + sites[None, None] - sites[None, :, None]
    itself = np.linalg.norm(vec, axis=-1) < 1e-9
    vec[itself] = 1.0
    tensors = dipole_tensor(vec, sigma)
    tensors[itself] = 0.0
    return index, tensors


def zero_wave_tail(cutoff):
    return (2 * np.pi / (AREA * cutoff * A_LAT)
            * np.kron(np.ones((4, 4)), np.diag([-0.5, -0.5, 1.0])))


def as_matrices(tensors):
    return tensors.transpose(0, 1, 3, 2, 4).reshape(-1, 12, 12)


def bloch_matrices(index, tensors, grid, cutoff):
    f = np.arange(grid) / grid
    waves = np.array(np.meshgrid(f, f, indexing="ij")).reshape(2, -1).T
    phase = np.exp(2j * np.pi * (waves @ index.T))
    result = phase @ as_matrices(tensors).reshape(len(index), 144)
    result = result.reshape(-1, 12, 12)
    result[0] += zero_wave_tail(cutoff)
    return waves, result


def spectra(sigma, grid=GRID, cutoff=CUTOFF):
    index, tensors = lattice_tensors(sigma, cutoff)
    _, m = bloch_matrices(index, tensors, grid, cutoff)
    return np.linalg.eigvalsh(m), np.linalg.eigvalsh(m[:, :6, :6])


def cell_energy(t, alpha):
    squares = 1 + alpha * t
    if squares.min() < 0:
        return np.nan             # no stable ground state
    return 0.5 * QUANTUM * (np.sqrt(squares) - 1).sum() / len(t)


def interlayer_mbd(pair_of_spectra, alpha):
    return (cell_energy(pair_of_spectra[0], alpha)
            - 2 * cell_energy(pair_of_spectra[1], alpha))


index, tensors = lattice_tensors(SIGMA, CUTOFF)
waves, matrices = bloch_matrices(index, tensors, GRID, CUTOFF)
base = (np.linalg.eigvalsh(matrices), np.linalg.eigvalsh(matrices[:, :6, :6]))
pair_t = np.linalg.eigvalsh(tensors)       # eigenvalues for each atom pair


def second_order(alpha):
    total = -QUANTUM * alpha**2 / 16 * (tensors**2).sum()
    inter = -QUANTUM * alpha**2 / 8 * (tensors[:, :2, 2:]**2).sum()
    return total, inter


def exact_pairs(alpha):
    t = alpha * pair_t[:, :2, 2:]
    if np.abs(t).max() > 1:
        return np.nan
    return 0.5 * QUANTUM * (np.sqrt(1 + t) + np.sqrt(1 - t) - 2).sum()


# ---- Bloch spectrum against an explicit 3 by 3 supercell
fold = np.zeros((3, 3, 12, 12))
np.add.at(fold, (index[:, 0] % 3, index[:, 1] % 3), as_matrices(tensors))
fold += zero_wave_tail(CUTOFF) / 9
places = [(p, q) for p in range(3) for q in range(3)]
supercell = np.block([[fold[(b[0] - a[0]) % 3, (b[1] - a[1]) % 3]
                       for b in places] for a in places])
small = bloch_matrices(index, tensors, 3, CUTOFF)[1]
assert np.allclose(np.linalg.eigvalsh(supercell),
                   np.sort(np.linalg.eigvalsh(small).ravel()), atol=1e-7)

# ---- Weak coupling, cutoff and grid
weak = interlayer_mbd(base, 1e-6) / second_order(1e-6)[1]
assert abs(weak - 1) < 2e-3
main_inter = interlayer_mbd(base, ALPHA)
cut_change = interlayer_mbd(spectra(SIGMA, cutoff=25), ALPHA) / main_inter - 1
coarse = spectra(SIGMA, grid=12)
grid_change = interlayer_mbd(coarse, ALPHA) / main_inter - 1
assert abs(cut_change) < 1e-3 and abs(grid_change) < 5e-3

# ---- Instability thresholds and convergence of the series in alpha
alpha_c = -1 / base[0].min()
alpha_c_single = -1 / base[1].min()
alpha_safe = 1 / contact_value(SIGMA)
alpha_series = 1 / np.abs(base[0]).max()
assert ALPHA < alpha_safe <= alpha_c <= alpha_c_single


def series_term(alpha, n):
    moment = ((alpha * base[0])**n).sum() / len(base[0])
    return 0.5 * QUANTUM * special.binom(0.5, n) * moment


partial = sum(series_term(0.9 * alpha_series, n) for n in range(1, 101))
assert abs(partial / cell_energy(base[0], 0.9 * alpha_series) - 1) < 1e-6
assert (abs(series_term(1.2 * alpha_series, 200))
        > 100 * abs(series_term(1.2 * alpha_series, 100)))

# ---- Character of the softest mode
soft = np.unravel_index(base[0].argmin(), base[0].shape)[0]
vector = np.linalg.eigh(matrices[soft])[1][:, 0].reshape(4, 3)
z_weight = (np.abs(vector[:, 2])**2).sum()
net_dipole = (np.abs(vector.sum(axis=0))**2).sum() / 4

# ---- Dipole-quadrupole coefficient of an oscillator (hbar = m = charge = 1)
w, h = 0.7, 1e-3


def strained(gradient):
    return 0.5 * (np.sqrt(w**2 + 2 * gradient)
                  + 2 * np.sqrt(w**2 - gradient))


quadrupole = -(strained(h) - 2 * strained(0) + strained(-h)) / h**2


def dip(u):
    return 1 / (w**2 + u**2)


def quad_response(u):
    return quadrupole / (1 + (u / (2 * w))**2)


c6 = 3 / np.pi * integrate.quad(lambda u: dip(u)**2, 0, np.inf)[0]
c8 = 15 / np.pi * integrate.quad(lambda u: dip(u) * quad_response(u),
                                 0, np.inf)[0]
assert abs(c8 / c6 / (5 / w) - 1) < 1e-4

# ---- Bare pair at its own instability
r_c = (2 * ALPHA)**(1 / 3)
bare_pair = np.array([[0, 0, 0], [0, 0, r_c * (1 + 1e-12)]])
pair_mbd = mbd_energy(cluster_matrix(bare_pair, 0), np.full(2, ALPHA),
                      np.full(2, QUANTUM))
pair_c6 = -0.75 * QUANTUM * ALPHA**2 / r_c**6

# ---- Sizes of neglected effects
contact = np.sqrt(A_LAT**2 / 3 + GAP**2)
short_bond = np.sqrt(A_LAT**2 / 3 + BUCKLE**2)
c8_share = 5 * HBAR2_OVER_M / QUANTUM / contact**2
strength = ALPHA * QUANTUM**2 / (HBAR2_OVER_M * COULOMB)
SHEET_DENSITY, CARRIER_MASS, TEMPERATURE = 0.1, 0.1, 400.0
carrier_share = SHEET_DENSITY * AREA / CARRIER_MASS / (4 * strength)
modes = QUANTUM * np.sqrt(1 + 0.999 * alpha_c * base[0])
kt = KB * TEMPERATURE
thermal = kt * np.log1p(-np.exp(-modes / kt)).sum() / len(modes)

print(f"lattice constant {A_LAT:.2f} nm, buckling {BUCKLE:.2f} nm")
print(f"gap {GAP:.2f} nm, cell area {AREA:.4f} nm^2")
print(f"short bond {short_bond:.4f} nm, gap contact {contact:.4f} nm")
print(f"alpha {ALPHA:.4f} nm^3, quantum {QUANTUM:.1f} eV")
print(f"damping length {SIGMA:.2f} nm")
print(f"C6 = {0.75 * QUANTUM * ALPHA**2:.4e} eV nm^6")
print(f"grid {GRID} x {GRID}, cutoff {CUTOFF} lattice constants")
print(f"bare pair: critical distance {r_c:.4f} nm")
print(f"bare pair there: MBD {pair_mbd:.4f} eV, C6 {pair_c6:.4f} eV")
print(f"bare pair there: MBD/C6 ratio {pair_mbd / pair_c6:.4f}")
print(f"tensor eigenvalues: min {base[0].min():.3f} nm^-3")
print(f"tensor eigenvalues: max {base[0].max():.3f} nm^-3")
print(f"safe alpha, any geometry {alpha_safe:.6f} nm^3")
print(f"series limit alpha {alpha_series:.6f} nm^3")
print(f"critical alpha, stack {alpha_c:.6f} nm^3")
print(f"critical alpha, stack, 12 x 12 grid {-1/coarse[0].min():.6f} nm^3")
print(f"critical alpha, one bilayer {alpha_c_single:.6f} nm^3")
print(f"critical alpha, undamped stack {-1/spectra(0)[0].min():.6f} nm^3")
print(f"soft wavevector {waves[soft][0]:.4f}, {waves[soft][1]:.4f} (recip.)")
print(f"soft mode: out-of-plane weight {z_weight:.4f}")
print(f"soft mode: net cell dipole {net_dipole:.4f} (1 = all aligned)")
print("interlayer energies in meV per cell:")
print("alpha/alpha_c  C6 sum  exact pairs  MBD  MBD/C6")
for fraction in (ALPHA / alpha_c, 0.8, 0.9, 0.95, 0.99, 0.999):
    al = fraction * alpha_c
    e2, ep, em = second_order(al)[1], exact_pairs(al), interlayer_mbd(base, al)
    print(f"{fraction:.4f} {1e3*e2:.2f} {1e3*ep:.2f} {1e3*em:.2f} {em/e2:.4f}")
print("total energies in meV per cell: alpha/alpha_c  C6 sum  MBD  MBD/C6")
for fraction in (ALPHA / alpha_c, 0.95, 0.999):
    al = fraction * alpha_c
    e2, em = second_order(al)[0], cell_energy(base[0], al)
    print(f"{fraction:.4f} {1e3*e2:.2f} {1e3*em:.2f} {em/e2:.4f}")
to_si = const.e * 1e18 / AREA
print(f"MBD interlayer at input alpha {main_inter * to_si:.4f} J/m^2")
print(f"C6 interlayer at input alpha {second_order(ALPHA)[1]*to_si:.4f} J/m^2")
print(f"relative change, cutoff 25: {cut_change:.1e}")
print(f"relative change, grid 12 x 12: {grid_change:.1e}")
for s in (0.9 * SIGMA, 1.1 * SIGMA):
    other = spectra(s)
    print(f"damping {s:.3f} nm: MBD interlayer "
          f"{1e3 * interlayer_mbd(other, ALPHA):.2f} meV per cell")
    print(f"damping {s:.3f} nm: critical alpha {-1/other[0].min():.6f} nm^3")
print(f"undamped C8 term / C6 term at gap contact {c8_share:.3f}")
print(f"retardation parameter at contact {QUANTUM * contact / HBAR_C:.4f}")
print(f"softest quantum at 0.999 alpha_c {modes.min():.4f} eV")
print(f"temperature {TEMPERATURE:.0f} K, kT {kt:.4f} eV")
print(f"thermal free energy at 0.999 alpha_c {1e3*thermal:.2e} meV per cell")
print(f"oscillator strength per atom {strength:.3f} electrons")
print(f"assumed carriers {SHEET_DENSITY*1e14:.1e} cm^-2, "
      f"mass {CARRIER_MASS:.1f} m_e")
print(f"carrier share of spectral weight {carrier_share:.4f}")
print("checks complete")
```

Printed output:

```
lattice constant 0.45 nm, buckling 0.16 nm
gap 0.24 nm, cell area 0.1754 nm^2
short bond 0.3051 nm, gap contact 0.3537 nm
alpha 0.0074 nm^3, quantum 8.0 eV
damping length 0.18 nm
C6 = 3.2856e-04 eV nm^6
grid 24 x 24, cutoff 40 lattice constants
bare pair: critical distance 0.2455 nm
bare pair there: MBD -2.8883 eV, C6 -1.5000 eV
bare pair there: MBD/C6 ratio 1.9256
tensor eigenvalues: min -95.897 nm^-3
tensor eigenvalues: max 251.129 nm^-3
safe alpha, any geometry 0.007753 nm^3
series limit alpha 0.003982 nm^3
critical alpha, stack 0.010428 nm^3
critical alpha, stack, 12 x 12 grid 0.010428 nm^3
critical alpha, one bilayer 0.011770 nm^3
critical alpha, undamped stack 0.007332 nm^3
soft wavevector 0.2500, 0.7500 (recip.)
soft mode: out-of-plane weight 0.4578
soft mode: net cell dipole 0.4172 (1 = all aligned)
interlayer energies in meV per cell:
alpha/alpha_c  C6 sum  exact pairs  MBD  MBD/C6
0.7096 -635.84 -642.04 -580.31 0.9127
0.8000 -808.09 -818.17 -789.93 0.9775
0.9000 -1022.73 -1039.04 -1138.54 1.1132
0.9500 -1139.53 -1159.88 -1413.33 1.2403
0.9900 -1237.51 -1261.62 -1769.48 1.4299
0.9990 -1260.11 -1285.14 -1899.84 1.5077
total energies in meV per cell: alpha/alpha_c  C6 sum  MBD  MBD/C6
0.7096 -2376.28 -2296.34 0.9664
0.9500 -4258.65 -4742.58 1.1136
0.9990 -4709.30 -5684.83 1.2072
MBD interlayer at input alpha -0.5302 J/m^2
C6 interlayer at input alpha -0.5809 J/m^2
relative change, cutoff 25: -7.7e-05
relative change, grid 12 x 12: -2.7e-04
damping 0.162 nm: MBD interlayer -773.88 meV per cell
damping 0.162 nm: critical alpha 0.009018 nm^3
damping 0.198 nm: MBD interlayer -444.79 meV per cell
damping 0.198 nm: critical alpha 0.012375 nm^3
undamped C8 term / C6 term at gap contact 0.381
retardation parameter at contact 0.0143
softest quantum at 0.999 alpha_c 0.2530 eV
temperature 400 K, kT 0.0345 eV
thermal free energy at 0.999 alpha_c -3.70e-04 meV per cell
oscillator strength per atom 4.316 electrons
assumed carriers 1.0e+13 cm^-2, mass 0.1 m_e
carrier share of spectral weight 0.0102
checks complete
```
